# Hermanson's mirror-plane rule and the reversible dark corridor near K

## Result

Let a crystal and its surface be unchanged by the reflection $M:\ y\to-y$, and let the detected electron momentum lie in the mirror plane $xz$. In the one-electron dipole description without spin-orbit coupling, an initial state of definite parity can be seen only under these conditions:

- an even state needs a component of the vector potential $\mathbf A$ in the plane;
- an odd state needs a component of $\mathbf A$ along $y$.

This is Hermanson's rule. It says which emission vanishes, and it does not say how strong the rest is.

For graphene, take $x$ along $\Gamma$–K and measure the in-plane momentum from K as $\mathbf q=q(\cos\theta,\sin\theta)$. Let $s=+1$ be the upper cone and $s=-1$ the lower one. To leading order in $q$,

$$I_{\mathbf A\parallel xz}\propto 1+s\cos\theta,\qquad I_{\mathbf A\parallel y}\propto 1-s\cos\theta .\tag{1}$$

The lower cone is dark beyond K ($\theta=0$) for light polarized in the mirror plane, and dark on the $\Gamma$ side ($\theta=\pi$) for $y$ light. With the coupling $\mathbf A\cdot\mathbf p$, interference of two sublattices emitting into a plane wave gives the first law but not the second. In this form the reversal needs a final state that is scattered by the lattice.

## 1. Two emitters and a plane wave

Place two identical $p_z$ orbitals at $(0,\pm d,0)$, with amplitudes $c_A$ and $c_B$. For uniform $\mathbf A$ the light couples through $\mathbf A\cdot\mathbf p$, up to a constant. If the final state is a plane wave, $\mathbf p$ acts to the left and gives its eigenvalue:

$$\langle\mathbf k|\mathbf A\cdot\mathbf p|\psi\rangle=\hbar\,\mathbf A\cdot\mathbf k\,\langle\mathbf k|\psi\rangle .$$

An orbital displaced by $\boldsymbol\tau$ has the overlap $e^{-i\mathbf k\cdot\boldsymbol\tau}\tilde\varphi(\mathbf k)$, where $\tilde\varphi$ is the Fourier transform of the orbital. Hence

$$T=\hbar\,\mathbf A\cdot\mathbf k\,\tilde\varphi(\mathbf k)\left(c_Ae^{-ik_yd}+c_Be^{ik_yd}\right).$$

**Limit: detector in the mirror plane.** With $k_y=0$ the bracket is $c_A+c_B$. The odd combination $(1,-1)/\sqrt2$ is dark because its two waves cancel. For $\mathbf A\parallel y$ the even combination is dark as well, since $\mathbf A\cdot\mathbf k=0$.

The darkness of the odd state in $y$ light is not required by the reflection $M$. The operator $p_y$ is odd, so $p_y\psi_{\rm odd}$ is even and may overlap with an even final state. The plane wave makes this overlap vanish only because it contains no momentum along $y$.

## 2. From two emitters to the honeycomb

Let $a$ be the lattice constant and $d=a/\sqrt3$. With the origin at a hexagon centre, an A site lies at $(0,d)$ and a B site at $(0,-d)$, and $M$ exchanges the sublattices. The chosen corner is $\mathbf K=(4\pi/3a,0)$. For $N$ cells define the Bloch sums

$$\Phi_j=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}\varphi(\mathbf r-\mathbf R-\boldsymbol\tau_j).$$

The phase of each displaced orbital in the plane-wave overlap cancels the Bloch phase. Thus $\langle\mathbf k|\Phi_j\rangle=\sqrt N\tilde\varphi(\mathbf k)$ for both sublattices, and the amplitude is again proportional to $c_A+c_B$. This holds for the beam whose in-plane momentum is $\mathbf k$ itself, near the chosen corner.

The vectors from an A site to its B neighbours are $(0,d)$ and $(\pm a/2,-d/2)$. With nearest-neighbour hopping $-t$, $t>0$, and orbital overlap neglected,

$$H_{AB}=-tf,\qquad f=e^{ik_yd}+2e^{-ik_yd/2}\cos\frac{k_xa}{2}.$$

At K, $k_xa/2=2\pi/3$, so $\cos=-1/2$ and $f=1-1=0$. The first derivatives there are

$$\partial_{k_x}f=-a\sin\frac{2\pi}3=-\frac{\sqrt3}2a,$$

$$\partial_{k_y}f=id-id\cos\frac{2\pi}3=\frac{3id}2=\frac{i\sqrt3}2a .$$

Therefore $f\simeq-(\sqrt3a/2)(q_x-iq_y)$, and with energies measured from the crossing

$$H=\hbar vq\begin{pmatrix}0&e^{-i\theta}\\e^{i\theta}&0\end{pmatrix},\qquad \hbar v=\frac{\sqrt3}2at.$$

Try the vector $(1,u)/\sqrt2$. The first row requires $E=\hbar vq\,e^{-i\theta}u$ and the second $Eu=\hbar vq\,e^{i\theta}$. Their solutions are $u=se^{i\theta}$ and $E=s\hbar vq$. The interference factor follows:

$$|c_A+c_B|^2=\tfrac12|1+se^{i\theta}|^2=1+s\cos\theta.\tag{2}$$

A numerical test built the matrix from the explicit neighbour sum and confirmed both the slope and (2).

**Limit: the mirror line at finite $q$.** For $k_y=0$, $f=1+2\cos(k_xa/2)$ is real. The eigenvectors are then $(1,\pm1)/\sqrt2$ without any expansion in $q$. At $\Gamma$, $f=3$ and the lower state is even. At K, $f$ changes sign, so the lower state is odd from K to the next corner on this line, at $k_x=8\pi/3a$. The dark corridor on this line is therefore a parity effect.

**Limit: $y$ light with a plane wave.** Near K, $k_y=q\sin\theta$, so the full intensity is proportional to

$$q^2\sin^2\theta\,(1+s\cos\theta).$$

It vanishes along the whole mirror line and keeps the factor (2). There is no reversal, and a better final state is needed.

This statement belongs to the form $\mathbf A\cdot\mathbf p$. A plane wave is not an eigenstate of $H$, so the forms of the dipole matrix element that agree for exact states disagree for it. From $[H,p_y]=i\hbar\,\partial_yV$ one finds $i\hbar\langle\mathbf k|\partial_yV|i\rangle=\hbar\omega\langle\mathbf k|p_y|i\rangle+\langle\mathbf k|Vp_y|i\rangle$. The $\nabla V$ form with a plane wave therefore already contains a term in which the lattice scatters the electron, and it can show the reversal.

## 3. The final state that belongs to a detector

Let $W\propto\mathbf A\cdot\mathbf p$ be the light coupling and $E=E_i+\hbar\omega$. The first-order wave obeys

$$(E-H)\psi_1=W\psi_i,$$

with outgoing waves. Far above the surface, its part in the detected beam is $a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$.

Now let $\chi$ solve $(E-H)\chi=0$ with a unit wave $e^{-i\mathbf k\cdot\mathbf r}$ sent in from the detector, plus the outgoing waves it produces. This is a low-energy electron diffraction (LEED) state. For a real Hamiltonian $-\hbar^2\nabla^2/2m+V$, multiply the driven equation by $\chi$, integrate, and subtract $\psi_1(E-H)\chi=0$. The potential terms cancel, and Green's identity leaves a surface term:

$$\int\chi W\psi_i\,d^3r=\frac{\hbar^2}{2m}\oint(\chi\nabla\psi_1-\psi_1\nabla\chi)\cdot d\mathbf S .$$

The side faces cancel because the product $\chi\psi_1$ is periodic in the plane. On the upper face, an outgoing part of $\chi$ paired with an outgoing part of $\psi_1$ has the same $k_z$ and gives zero. The incoming part gives

$$e^{-ik_zz}(ik_z)a_{\mathbf k}e^{ik_zz}-a_{\mathbf k}e^{ik_zz}(-ik_z)e^{-ik_zz}=2ik_za_{\mathbf k}.$$

The lower face gives zero: below a free sheet both functions are outgoing, and deep in a crystal a small absorption makes both vanish. With surface area $F$,

$$a_{\mathbf k}=\frac{m}{i\hbar^2k_zF}\langle f|W|i\rangle,\qquad f=\chi^* .\tag{3}$$

The final state is thus the time-reversed LEED state. Solving the driven equation and evaluating (3) separately gave amplitudes that agree to $3\times10^{-14}$ of the largest one.

**Limit: no scattering.** If $V$ is dropped for the outgoing electron, $\chi=e^{-i\mathbf k\cdot\mathbf r}$ and $f$ is the plane wave of Section 1.

## 4. The mirror-plane rule

For $k_y=0$ the incoming wave $e^{-i\mathbf k\cdot\mathbf r}$ is unchanged by $M$. Since $M$ commutes with $H$ and takes outgoing waves into outgoing waves, $M\chi$ solves the same scattering problem as $\chi$. The solution is unique (a small absorption secures this), so $M\chi=\chi$ and $Mf=f$. The final state is even however strongly it is scattered.

Let $M\psi_i=\pi\psi_i$ with $\pi=\pm1$. Reflection turns $\mathbf A\cdot\mathbf p$ into $(M\mathbf A)\cdot\mathbf p$, because $p_y$ changes sign and $p_x,p_z$ do not. Inserting $M^\dagger M=1$ on both sides of the operator gives

$$\langle f|\mathbf A\cdot\mathbf p|i\rangle=\langle Mf|M(\mathbf A\cdot\mathbf p)M^\dagger|Mi\rangle=\pi\langle f|(M\mathbf A)\cdot\mathbf p|i\rangle .\tag{4}$$

For $\mathbf A$ in the plane, $M\mathbf A=\mathbf A$, so $(1-\pi)\langle f|\mathbf A\cdot\mathbf p|i\rangle=0$ and an odd state is dark. For $\mathbf A\parallel y$, $M\mathbf A=-\mathbf A$, so $(1+\pi)\langle f|\mathbf A\cdot\mathbf p|i\rangle=0$ and an even state is dark.

The conditions can be read off the proof:

- Degenerate initial states must first be combined into states of definite parity.
- Spin-orbit coupling makes $M$ act on spin too, and orbital parity is no longer a good label.
- A substrate or distortion that breaks the mirror removes the rule.
- A detector outside the plane has no even final state.
- Light with both kinds of component can excite both parities.

**Limit: one atom.** Consider a single $p_z$ emitter whose outgoing electron is scattered by that atom's own spherical potential and by nothing else. The atom has its own mirror plane $y=\text{const}$, under which $p_z$ is even. By (4), $y$ light gives no emission into the $xz$ directions. Adding two such atoms coherently still gives zero. For initial states built purely from $p_z$ orbitals, emission by $y$ light on the mirror line therefore requires scattering from other atoms. The neighbours can supply it: those of an A site lie at $y$ displacements $d,-d/2,-d/2$, which are not symmetric about that site.

## 5. The corridor with a scattered final state

Write the matrix element of each sublattice as $\langle f|\mathbf A\cdot\mathbf p|\Phi_j\rangle=\mathbf D_j\cdot\mathbf A$. The total amplitude is $T=\sum_jc_j\mathbf D_j\cdot\mathbf A$.

At K the Bloch phases do not depend on $y$, and $M$ exchanges the sites, so $M\Phi_A=\Phi_B$. Repeating the step that led to (4),

$$\mathbf D_B\cdot\mathbf A=\langle f|\mathbf A\cdot\mathbf p\,M|\Phi_A\rangle=\langle f|(M\mathbf A)\cdot\mathbf p|\Phi_A\rangle=\mathbf D_A\cdot(M\mathbf A).$$

The $x$ and $z$ components of $\mathbf D_A$ and $\mathbf D_B$ are equal, and the $y$ components are opposite. Define

$$P=D_{Ax}A_x+D_{Az}A_z,\qquad S=D_{Ay}A_y .$$

Then

$$T=P(c_A+c_B)+S(c_A-c_B).\tag{5}$$

Away from K, $\mathbf D_j$ changes by an amount of order $q$, provided the final state varies smoothly there. It need not be smooth where a new beam opens. To leading order (5) can thus be used all around K with $c_A=1/\sqrt2$, $c_B=u/\sqrt2$, $u=se^{i\theta}$.

The squares are $|1\pm u|^2/2=1\pm s\cos\theta$. The cross term contains

$$\tfrac12(1+u)(1-u^*)=\tfrac12(1-u^*+u-1)=i\,\mathrm{Im}\,u=is\sin\theta .$$

Twice the real part of $PS^*$ times this factor is $-2s\sin\theta\,\mathrm{Im}(PS^*)$. Altogether

$$I=|P|^2(1+s\cos\theta)+|S|^2(1-s\cos\theta)-2s\sin\theta\,\mathrm{Im}(PS^*).\tag{6}$$

**Limits: pure polarizations.** Light polarized in the mirror plane has $S=0$, and $y$ light has $P=0$. These are the two laws (1). Light along $y$ adds the sublattice waves with a relative minus sign, which turns constructive interference into destructive interference. The cone states themselves are unchanged.

**Limit: plane wave.** Here $\mathbf D_j\propto\mathbf k$, so $S=0$ at K. The leading term for $y$ light is absent, and the order-$q$ amplitude of Section 2 is all that remains.

**Mixed light.** Divide (6) by its angular mean $|P|^2+|S|^2$. The modulation has a cosine coefficient $s\alpha$ and a sine coefficient $-s\beta$, where

$$\alpha=\frac{|P|^2-|S|^2}{|P|^2+|S|^2},\qquad \beta=\frac{2\,\mathrm{Im}(PS^*)}{|P|^2+|S|^2}.$$

Since $(|P|^2-|S|^2)^2+4|PS^*|^2=(|P|^2+|S|^2)^2$,

$$\alpha^2+\beta^2=1-\left[\frac{2\,\mathrm{Re}(PS^*)}{|P|^2+|S|^2}\right]^2.$$

The minimum is $1-\sqrt{\alpha^2+\beta^2}$. A fully dark direction survives only if $\mathrm{Re}(PS^*)=0$. Otherwise the corridor is partly filled, and if $\beta\ne0$ it is also turned away from the mirror line.

## 6. A worked sheet

The example is a free-standing honeycomb sheet of Gaussian wells with round parameters: $a=2.5$ Å, well width 0.5 Å, crossing energy $-5$ eV and photon energy 35 eV. It is a one-electron model and does not predict graphene's measured intensities. The well depth, 94.7 eV, is the smallest that puts a crossing of two $z$-odd states at the chosen energy.

The distance to the corner is $K=4\pi/(3\times2.5)=1.676$ Å$^{-1}$, and electrons from the crossing leave with $-5+35=30$ eV. The initial states are found by diagonalization and the current from the driven equation of Section 3. Neither (4) nor (6) is put in. The 27 in-plane beams and the 0.1 Å grid respect the mirror, so they do not affect the forbidden zeros. The allowed values below belong to this discretization. With 84 beams and a fourth-order grid of 0.08 Å, the depth becomes 95.1 eV. In the first table the $z$ entry 0.87 falls to 0.60, the $x$ entry 0.59 to 0.53, and the $y$ entries 0.87 and 0.66 to 0.84 and 0.63. The factor 11 becomes 10, the ratio 1.67 becomes 1.65, $r$ becomes 2.05 and the circular minimum 0.31. The slope is unchanged, and the deviations from (1) move by about 2% or less.

The cone slope is $\hbar v=6.01$ eV Å. In the tight-binding formula this corresponds to $t=2\times6.01/(\sqrt3\times2.5)=2.8$ eV.

**On the mirror line.** The currents at $q_x=\pm0.1$ Å$^{-1}$, relative to the brightest entry, are:

| $q_x$ (Å$^{-1}$), cone | parity | $x$ light | $y$ light | $z$ light |
|---|---|---|---|---|
| $-0.1$, lower | even | 0.054 | 0 | 1.00 |
| $-0.1$, upper | odd | 0 | 0.87 | 0 |
| $+0.1$, lower | odd | 0 | 0.66 | 0 |
| $+0.1$, upper | even | 0.59 | 0 | 0.87 |

Each 0 stands for a value of about $10^{-27}$ or less, which is rounding error. The parity of each cone changes across K, as in Section 2, and the visible polarization changes with it. The odd states are bright in $y$ light, with currents comparable to the strongest in the table.

When scattering of the outgoing electron is switched off, all four $y$ entries vanish, while the even states stay visible in $x$ and $z$ light. This confirms that in this model, with the coupling $\mathbf A\cdot\mathbf p$, the reversed emission on the line comes from final-state scattering. Off the line, at $q=0.05$ Å$^{-1}$ and $\theta=1$ rad, the plane-wave amplitude ratio of $y$ to $x$ light is $k_y/k_x=0.042/1.703=0.025$. With scattering it is 1.67.

**Around K.** At $q=0.001$ Å$^{-1}$ the lower cone, divided by its ring mean, gives:

| $\theta$ | $x$ light | $1-\cos\theta$ | $y$ light | $1+\cos\theta$ |
|---|---|---|---|---|
| 0° | 0.00 | 0 | 2.02 | 2 |
| 60° | 0.52 | 0.5 | 1.50 | 1.5 |
| 120° | 1.50 | 1.5 | 0.49 | 0.5 |
| 180° | 1.96 | 2 | 0.00 | 0 |

The largest deviations, in units of the ring mean, are 0.044 for $x$ light and 0.020 for $y$ light. At twice the radius they are 0.088 and 0.041. This doubling is the order-$q$ correction expected from Section 5. The initial states here are not built from atomic orbitals, so the agreement also shows that (1) is not tied to the tight-binding basis in this case.

The range of the angular law is small in this example. At $q=0.05$ Å$^{-1}$ the deviations reach 1.4 and 0.87 of the ring mean, and (1) no longer describes the full ring. The zeros on the mirror line do not share this limitation, as the first table shows at $q=0.1$ Å$^{-1}$.

The first table also points to the source of the rapid change. The $x$-light currents of the two even states differ by a factor $0.588/0.054\approx11$. Without final-state scattering the factor is $0.546/0.481\approx1.13$. The strong variation thus enters with the scattering. The chosen photon energy lies on the flank of a resonance of the outgoing electron. At K, the weight of the driven wave in the beams that cannot leave the sheet peaks near a photon energy of 37 eV. Between 33 and 37 eV the $x$-light current of the even state rises about 350-fold, and the $y$-light current of the odd state about 16-fold. The ratio of the two amplitudes used below is therefore specific to 35 eV.

**Circular light.** Let $P$ and $S$ now denote the amplitudes for unit $x$ and unit $y$ light. For $\mathbf A\propto(\hat x+i\hat y)/\sqrt2$, replace $P$ by $P/\sqrt2$ and $S$ by $iS/\sqrt2$ in (6). Then $\mathrm{Im}(PS^*)$ becomes $-\mathrm{Re}(PS^*)/2$. With $S/P=re^{i\phi}$, division by the mean gives

$$\frac{I}{\bar I}=1+s\left[\frac{1-r^2}{1+r^2}\cos\theta+\frac{2r\cos\phi}{1+r^2}\sin\theta\right].$$

The state at $\theta=90°$ yields $r=2.06$ and $\phi=66°$, so $r^2=4.25$. For the lower cone the cosine coefficient is $3.25/5.25=0.62$, and the sine coefficient is $-2(2.06)(0.41)/5.25=-0.32$:

$$I/\bar I=1+0.62\cos\theta-0.32\sin\theta .$$

The minimum is $1-\sqrt{0.62^2+0.32^2}=0.30$, near $\theta=153°$. The computed ring has its lowest sampled value, 0.29, at 150°. Over all sampled angles the law holds to 0.032 of the mean. The corridor is turned because $\cos\phi\ne0$, which makes the sine term nonzero. It is partly filled because $\sin\phi\ne0$: after the replacement, $\mathrm{Re}(PS^*)$ becomes $\mathrm{Im}(PS^*)/2$, which vanishes only for $\phi=0$ or $180°$. Reversing the circular polarization changes the sign of the sine term and reflects the pattern in the mirror line.

The complete ring and the unrounded currents are in the numerical output.

## Table of computed values

```
lattice constant 2.50 angstrom, well width 0.50 angstrom
distance Gamma-K 1.6755 1/angstrom
Dirac energy -5.0 eV, photon energy 35.0 eV
computed well depth 94.70 eV
in-plane beams 27, z step 0.10 angstrom
cone slope hbar*v 6.006 eV angstrom
driven amplitude vs LEED overlap, relative error 3.0e-14
mirror parity of final state on the line +1.000000
Mirror line: currents relative to the brightest entry
q_x (1/angstrom), cone, energy (eV), parity, x, y, z light
-0.10 lower -5.635 +1.000 5.418e-02 8.000e-29 1.000e+00
-0.10 upper -4.365 -1.000 1.205e-27 8.655e-01 3.110e-28
+0.10 lower -5.566 -1.000 1.840e-29 6.553e-01 1.697e-29
+0.10 upper -4.442 +1.000 5.878e-01 3.611e-30 8.668e-01
Same without final-state scattering, relative to its brightest entry
-0.10 lower 4.813e-01 0.000e+00 1.000e+00
-0.10 upper 1.370e-28 0.000e+00 3.023e-28
+0.10 lower 9.760e-30 0.000e+00 1.400e-29
+0.10 upper 5.457e-01 0.000e+00 8.324e-01
Off the line, q = 0.05 1/angstrom at 1 rad: amplitude ratio |y/x|
plane-wave final state 0.02471, k_y/k_x 0.02471, scattered 1.66657
Lower cone, q = 0.001 1/angstrom; x and y divided by ring mean,
circular (x+iy) divided by (|P|^2+|S|^2)/2
theta (degrees), x light, y light, circular light
    0 0.0000 2.0204 1.6512
   30 0.1424 1.8797 1.3978
   60 0.5220 1.5000 1.0407
   90 1.0214 0.9904 0.6779
  120 1.5000 0.4898 0.4049
  150 1.8362 0.1299 0.2916
  180 1.9560 0.0000 0.3650
  210 1.8362 0.1299 0.6060
  240 1.5000 0.4898 0.9554
  270 1.0214 0.9904 1.3221
  300 0.5220 1.5000 1.6060
  330 0.1424 1.8797 1.7277
|S/P| 2.0608, phase of S/P 65.8 degrees
Largest deviation from the angular laws: x, y, circular
q = 0.050 1/angstrom: 1.42799 0.86820 1.08994
q = 0.002 1/angstrom: 0.08752 0.04080 0.06471
q = 0.001 1/angstrom: 0.04401 0.02045 0.03241
```
